\section*{Symmetry-Adapted Galvanomagnetic and Thermomagnetic Tensors to Second Order in B}

\section{Result and conventions}

The symmetry-allowed transport tensors of order $n$ in the magnetic field form the range of one orthogonal projector,
\begin{equation}
P=S\,G,\qquad G=\frac1{|\mathcal G|}\sum_{R\in\mathcal G}R\otimes R\otimes(\det R\;R)^{\otimes n}.
\label{eq:P}
\end{equation}
Here $\mathcal G$ is the point group and $S$ imposes the index symmetries that hold in every crystal, including Onsager's where it applies. The trace of $P$ is the number of independent components. Its reduced row echelon form selects a set of them and expresses all others through these. The counts at orders $0,1,2$ are

\begin{center}
\begin{tabular}{lcc}
Laue class & $\rho$, $\kappa$ & $\alpha$\\
$m\bar3m$ & 1, 1, 3 & 1, 1, 3\\
$m\bar3$ & 1, 1, 4 & 1, 2, 5\\
$\bar3m$ & 2, 2, 8 & 2, 4, 10
\end{tabular}
\end{center}

The tensors are defined by
\begin{align}
E_i&=\rho_{ij}(\mathbf B)J_j+\alpha_{ij}(\mathbf B)\,\partial_jT, &
q_i&=\pi_{ij}(\mathbf B)J_j-\kappa_{ij}(\mathbf B)\,\partial_jT,\\
X_{ij}(\mathbf B)&=X_{ij}+X_{ijk}B_k+X_{ijkl}B_kB_l, & X_{ijkl}&=X_{ijlk}.
\end{align}
Repeated indices are summed, $E_i$ is the electrochemical field and $q_i$ the heat current. Because both orders of $k,l$ occur in the sum, the coefficient of $B_xB_y$ is $2X_{ijxy}$. The crystal is homogeneous and has no magnetic order, the response is linear in $\mathbf J$ and $\nabla T$, and the field is weak enough for the expansion.

\section{What Onsager's relation constrains}

The relation can be derived from a linear kinetic equation. Let $j_i$ and $h_i$ be the charge and heat currents carried by a state, and let $\langle f,g\rangle$ be the sum over states weighted by $-\partial f_0/\partial\varepsilon$. With $C$ the collision operator and $L_B$ the magnetic part of the drift, the response operator is
\begin{equation}
\mathcal R(\mathbf B)=(C+L_B)^{-1},\qquad L_B\propto(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}.
\end{equation}
The inverse is taken on the space orthogonal to the functions conserved by collisions. We assume that collisions relax crystal momentum, so that the currents belong to this space.

Two properties are needed. First, $L_B^T=-L_B$. This follows by partial integration over the Brillouin zone: the weight depends on energy alone and $\mathbf v\cdot(\mathbf v\times\mathbf B)=0$, while $\nabla_{\mathbf k}\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\nabla_{\mathbf k}\times\mathbf v)=0$ because $\mathbf v$ is a gradient. Second, microscopic reversibility gives $C^T=\Theta C\Theta$, where $\Theta$ reverses $\mathbf k$. Both $\mathbf v$ and $\nabla_{\mathbf k}$ change sign under $\Theta$, so $\Theta L_B\Theta=L_B$. Hence
\begin{equation}
\mathcal R(\mathbf B)^T=(\Theta C\Theta-L_B)^{-1}=\Theta\,\mathcal R(-\mathbf B)\,\Theta .
\end{equation}
The currents are odd under $\Theta$, and the two signs cancel in any matrix element between currents.

Write $\mathbf J=\sigma\mathbf E-\beta\nabla T$ and $\mathbf q=\gamma\mathbf E-\kappa^E\nabla T$, with
\begin{equation}
\sigma_{ij}=\langle j_i,\mathcal Rj_j\rangle,\quad
\beta_{ij}=\tfrac1T\langle j_i,\mathcal Rh_j\rangle,\quad
\gamma_{ij}=\langle h_i,\mathcal Rj_j\rangle,\quad
\kappa^E_{ij}=\tfrac1T\langle h_i,\mathcal Rh_j\rangle .
\end{equation}
Transposition gives
\begin{equation}
\sigma_{ij}(\mathbf B)=\sigma_{ji}(-\mathbf B),\quad
\kappa^E_{ij}(\mathbf B)=\kappa^E_{ji}(-\mathbf B),\quad
\gamma_{ij}(\mathbf B)=T\beta_{ji}(-\mathbf B).
\end{equation}
Solving the first current equation for $\mathbf E$ and inserting it in the second yields
\begin{equation}
\rho=\sigma^{-1},\qquad \alpha=\rho\beta,\qquad \pi=\gamma\rho,\qquad \kappa=\kappa^E-\gamma\rho\beta .
\end{equation}
Inversion preserves the relation for $\sigma$, so it holds for $\rho$. For the Peltier tensor,
\begin{equation}
\pi_{ij}(\mathbf B)=\gamma_{il}(\mathbf B)\rho_{lj}(\mathbf B)
=T\beta_{li}(-\mathbf B)\rho_{jl}(-\mathbf B)=T\alpha_{ji}(-\mathbf B).
\end{equation}
The transpose of $\gamma\rho\beta$ reverses the three factors and exchanges $\gamma$ with $T\beta$, so $\kappa_{ij}(\mathbf B)=\kappa_{ji}(-\mathbf B)$ as well.

Thus $\rho$ and $\kappa$ are symmetric in $ij$ at even orders and antisymmetric at odd orders. Onsager's relation ties $\alpha$ to $\pi$ and leaves $\alpha$ itself without such a symmetry.

\section{The projector}

Under an orthogonal operation $R$ the currents and gradients are polar vectors, while $\mathbf B$ is axial and turns with $A=\det(R)R$. Invariance of the crystal requires $X(A\mathbf B)=RX(\mathbf B)R^T$. At order $n$ this says $D(R)X=X$ with $D(R)=R\otimes R\otimes A^{\otimes n}$. For inversion $R=-1$, $A=1$ and $D=1$. All classes that differ by inversion alone therefore share their tensors, and the Laue class suffices.

Each $D(R)$ is orthogonal and $D(R)D(R')=D(RR')$. Multiplication by a fixed element only reorders the group, so $D(R')G=G$ and, after averaging over $R'$, $G^2=G$. Since $D(R)^T=D(R^{-1})$, also $G^T=G$. A tensor in the range of $G$ is invariant, and an invariant tensor is reproduced by $G$.

Let $\Pi$ exchange $i$ and $j$, and let $F_n$ symmetrize the field indices. Then
\begin{equation}
S_{\rho,\kappa}=\tfrac12\left[1+(-1)^n\Pi\right]F_n,\qquad S_\alpha=F_n .
\end{equation}
The same matrix $R$ acts on $i$ and $j$, and the same $A$ acts on every field index, so $S$ commutes with each $D(R)$. The product $P=SG$ is then symmetric and idempotent, and projects onto the intersection of both ranges.

\subsection{Counting by characters}

The trace of $P$ needs only
\begin{equation}
t=\operatorname{tr}R,\qquad t_2=\operatorname{tr}R^2,\qquad a=\det(R)\,t .
\end{equation}
Since $\operatorname{tr}[\Pi(R\otimes R)]=R_{ij}R_{ji}=t_2$, the pair $ij$ contributes $\frac12[t^2+(-1)^nt_2]$ for $\rho,\kappa$ and $t^2$ for $\alpha$. The field indices contribute $1$, $a$ or $\frac12(a^2+t_2)$, because $A^2=R^2$.

For $\bar3m$ the six rotations of class $32$ suffice. The identity has $(t,t_2,a)=(3,3,3)$, the two threefold rotations have $(0,0,0)$, and the three twofold rotations have $(-1,3,-1)$. Therefore
\begin{align}
N_\rho&=\tfrac{6+3\cdot2}{6}=2,\quad \tfrac{3\cdot3+3\cdot1}{6}=2,\quad \tfrac{6\cdot6+3\cdot2\cdot2}{6}=8,\\
N_\alpha&=\tfrac{9+3\cdot1}{6}=2,\quad \tfrac{27-3}{6}=4,\quad \tfrac{9\cdot6+3\cdot2}{6}=10 .
\end{align}
For class $23$ the same kinds of rotation occur $1$, $8$ and $3$ times. The divisor becomes $12$, and at second order $N_\rho=(36+12)/12=4$ and $N_\alpha=(54+6)/12=5$.

\subsection{Reading off the components}

The algorithm is as follows.
\begin{enumerate}
\item Generate $\mathcal G$ by multiplying generators until no new matrix appears.
\item Form $P$, a matrix of size $3^{n+2}$, at most $81$.
\item Reduce $P$ to rows $e_a$ with pivot columns $p_a$, so that $(e_a)_{p_b}=\delta_{ab}$.
\end{enumerate}
As $P$ is symmetric, its row space is its range. Every allowed tensor is $X=\sum_ac_ae_a$, and taking component $p_b$ gives $c_b=X_{p_b}$. Thus
\begin{equation}
X=\sum_aX_{p_a}e_a .
\label{eq:rebuild}
\end{equation}

\section{Cubic and trigonal classes}

In $m\bar3m$ the resistivity has $\rho_{xx}$, the Hall component $\rho_{xyz}$, and at second order $\rho_{xxxx}$, $\rho_{xxyy}$, $\rho_{xyxy}$, with the other nonzero components obtained by permuting the axes and using the index symmetries; an odd permutation reverses the sign of the Hall component. The thermopower has the same form. In $m\bar3$ the fourfold rotations are missing. Then $\rho_{xxyy}$ and $\rho_{xxzz}$ are independent, and the linear thermopower has two components,
\begin{equation}
\alpha_{xyz}=\alpha_{yzx}=\alpha_{zxy},\qquad \alpha_{xzy}=\alpha_{yxz}=\alpha_{zyx}.
\end{equation}

For $\bar3m$ take the threefold axis along $z$ and a twofold axis along $x$. The pattern follows from the in-plane combinations $x\pm iy$, which acquire phases $e^{\pm2\pi i/3}$ up to orientation. An invariant needs a total index $m$ divisible by three.

With four in-plane indices the possible values are $m=0,\pm2,\pm4$, and $m=0$ alone survives. This block is invariant under all rotations about $z$. Such rotations also admit forms with an odd number of $y$ indices, such as $\rho_{xxxy}$; the twofold axis reverses $y$ and removes them, so the block is isotropic in the plane. For $\rho$ it has the form $a\,\delta_{ij}\delta_{kl}+c(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$, so $\rho_{xxxx}=a+2c$, $\rho_{xxyy}=a$ and
\begin{equation}
\rho_{xyxy}=c=\tfrac12(\rho_{xxxx}-\rho_{xxyy}).
\end{equation}
With three in-plane indices, $m=\pm3$ survives. The two real patterns are those of $x^3-3xy^2$ and $3x^2y-y^3$. The twofold axis reverses $y$ and $z$, so a component with one $z$ needs an odd number of $y$ and takes the second pattern: $xxy$ enters with $+1$ and $yyy$ with $-1$. The complete second-order set is
\begin{align}
&\rho_{xxxx}=\rho_{yyyy},\quad \rho_{xxyy}=\rho_{yyxx},\quad \rho_{xxzz}=\rho_{yyzz},\quad \rho_{zzxx}=\rho_{zzyy},\quad \rho_{zzzz},\nonumber\\
&\rho_{xzxz}=\rho_{yzyz},\quad \rho_{xxyz}=-\rho_{yyyz}=\rho_{xyxz},\quad \rho_{xzxy}=\rho_{yzxx}=-\rho_{yzyy}.
\end{align}
At first order there are $\rho_{xyz}$ and $\rho_{xzy}=-\rho_{yzx}$. The thermopower has at first order
\begin{equation}
\alpha_{xxx}=-\alpha_{xyy}=-\alpha_{yxy}=-\alpha_{yyx},\quad
\alpha_{xyz}=-\alpha_{yxz},\quad \alpha_{xzy}=-\alpha_{yzx},\quad \alpha_{zxy}=-\alpha_{zyx}.
\end{equation}
At second order it has the eight forms of $\rho$ and two more, since $\alpha_{zxxy}$ is independent of $\alpha_{xzxy}$, and $\alpha_{zxxz}$ of $\alpha_{xzxz}$. If the twofold axis is placed along $y$, the same physics appears in differently labelled components.

\subsection{A component that elastic scattering removes}

The component $\alpha_{xxx}$ makes the longitudinal thermopower change when $B_x$ is reversed. For $\rho_{xx}$ Onsager's relation forbids this. For carriers of one charge, $h_i$ is $j_i$ times a function $\eta$ proportional to the energy measured from the chemical potential. If collisions are elastic, so that each carrier keeps its own energy, $\eta$ commutes with $C$ as it does with $L_B$. Conservation of the total energy, as in electron--electron scattering, is not enough. For elastic collisions
\begin{equation}
T\beta_{ij}(\mathbf B)=\langle j_i,\mathcal R\eta j_j\rangle=\langle\eta j_i,\mathcal Rj_j\rangle=\gamma_{ij}(\mathbf B)=T\beta_{ji}(-\mathbf B).
\end{equation}
Now use superscripts for orders in $\mathbf B$. From $\alpha=\sigma^{-1}\beta$,
\begin{equation}
\alpha^{(1)}=\rho^{(0)}\left[\beta^{(1)}-\sigma^{(1)}\rho^{(0)}\beta^{(0)}\right].
\end{equation}
In $\bar3m$ the zero-order tensors are diagonal, and $\beta^{(1)}$ and $\sigma^{(1)}$ are now antisymmetric. The diagonal of $\alpha^{(1)}$ vanishes, hence $\alpha_{xxx}=0$, and three of the four linear components remain. The statement concerns the first order only. For several carrier groups with elastic scattering, $\alpha_{yy}$ and $\alpha_{zz}$ can still have a part odd in $B_x$ that begins at order $B_x^3$.

\section{Error analysis}

\subsection{Rank and reconstruction}

The eigenvalues of $P$ are 0 and 1. A symmetric rounding error $\delta P$ shifts each by at most its spectral norm $\|\delta P\|$, so the rank is unambiguous as long as $\|\delta P\|<\frac12$. The unit gap makes the count insensitive to the irrational entries of the trigonal rotations.

Equation \eqref{eq:rebuild} is sound for consistent data but is a poor way to treat noisy data. Suppose every entry of a raw tensor carries independent noise of variance $s^2$. Projection leaves a total mean-square error $s^2\operatorname{tr}P$. Reading only the pivots leaves $s^2\sum_a\|e_a\|^2$, which is never smaller, because each $e_a$ contains a unit pivot. For $\rho_{ijkl}$ in $m\bar3m$ the three vectors have $3$, $6$ and $12$ unit entries, so the two errors are $3s^2$ and $21s^2$. Noisy tensors should be projected first and read afterwards.

\subsection{Derivatives with respect to the field}

Let $f(h)=X(h\mathbf d)=\sum_mX_mh^m$ along a direction $\mathbf d$. The differences
\begin{align}
D_1&=\frac{8[f(h)-f(-h)]-[f(2h)-f(-2h)]}{12h},\\
D_2&=\frac{16[f(h)+f(-h)]-[f(2h)+f(-2h)]-30f(0)}{24h^2}
\end{align}
give the coefficients $X_1$ and $X_2$. In $D_1$ the cubic terms cancel as $16-16$, and the fifth-order term leaves $(16-64)X_5h^5/(12h)$. In $D_2$ the quartic terms cancel as $32-32$, and the sixth-order term leaves $(32-128)X_6h^6/(24h^2)$. Hence
\begin{equation}
D_1=X_1-4X_5h^4+\dots,\qquad D_2=X_2-4X_6h^4+\dots
\end{equation}
Mixed components follow from $X_{kl}=\frac12[D_2(\mathbf e_k+\mathbf e_l)-D_2(\mathbf e_k)-D_2(\mathbf e_l)]$.

If each value of $f$ has relative error $u$, rounding contributes at most about $64u|X_0|/(24h^2)=8u|X_0|/(3h^2)$ to $D_2$. Minimizing the sum of this and $4|X_6|h^4$ gives
\begin{equation}
16|X_6|h^3=\frac{16u|X_0|}{3h^3},\qquad h^6=\frac{u|X_0|}{3|X_6|}.
\end{equation}
For mobility $\mu$ and $|X_6|\sim\mu^6|X_0|$, double precision suggests $\mu h\approx2\times10^{-3}$.

\subsection{Completeness}

Symmetry bounds the freedom from above; it does not show that transport uses all of it. This was tested with 24 random kinetic models for each Laue class. Each has three energy shells, a symmetric $C$ that mixes them, and an antisymmetric energy-conserving $L_B$, all made covariant under the group. They are discrete models, not band structures.

The tensors obtained by differentiation lie in the range of $P$, and their span has the predicted dimension for $\rho$, $\alpha$ and $\kappa$ at all three orders. The smallest retained singular value is $0.12$ of the largest, far above the relative threshold of $10^{-5}$. With elastic collisions the linear thermopower of $\bar3m$ spans three dimensions instead of four, as derived above.

\section{Worked example in class $\bar3m$}

The model has round parameters and represents no measured material. Three electron ellipsoids, related by the threefold axis, hold $n=10^{23}\,\mathrm{m^{-3}}$ each; one hole ellipsoid holds $3n$. In $\mathrm{m^2/(V\,s)}$ the mobility of one electron ellipsoid is $\mu_{xx}=10$, $\mu_{yy}=1$, $\mu_{zz}=6$, $\mu_{yz}=-1$. The holes have $\mu_{xx}=\mu_{yy}=2$ and $\mu_{zz}=1$.

Let $[\mathbf B]\mathbf u=\mathbf B\times\mathbf u$, and let $s=+1$ for holes and $-1$ for electrons. The drift law $\mu^{-1}\mathbf v=s(\mathbf E+\mathbf v\times\mathbf B)$ with $\mathbf J=sne\mathbf v$ gives $(\mu^{-1}+s[\mathbf B])\mathbf J=ne\mathbf E$, so each group contributes
\begin{equation}
\sigma=ne(\mu^{-1}+s[\mathbf B])^{-1}=ne\left(\mu-s\mu[\mathbf B]\mu+\mu[\mathbf B]\mu[\mathbf B]\mu-\dots\right).
\end{equation}

At zero field the threefold average of the electron in-plane mobility is $(10+1)/2=5.5$. Then $\sigma_{xx}=ne(3\cdot5.5+3\cdot2)=22.5\,ne$ and $\sigma_{zz}=ne(3\cdot6+3\cdot1)=21\,ne$, with mobilities in the stated unit. The inverses are $\rho_{xx}=2.774$ and $\rho_{zz}=2.972\,\mu\Omega\,\mathrm m$.

For the Hall terms use $\mu[\mathbf B]\mu=\det\mu\,[\mu^{-1}\mathbf B]$. With $\mathbf B$ along $z$ the $xy$ element of $-s\mu[\mathbf B]\mu$ is $sB_z(\mu_{xx}\mu_{yy}-\mu_{xy}^2)$, which is $4B_z$ for holes and $-10B_z$ for each electron group. Hence $\sigma_{xyz}=ne(3\cdot4-3\cdot10)=-18\,ne$, and
\begin{equation}
\rho_{xyz}=-\frac{\sigma_{xyz}}{\sigma_{xx}^2}=\frac{18}{22.5^2\,ne}=2.219\ \mu\Omega\,\mathrm{m/T}.
\end{equation}
The Hall coefficients do not cancel although the carriers compensate, because each group enters $\sigma_{xyz}$ with $\mu_{xx}\mu_{yy}-\mu_{xy}^2$, which is $10$ for electrons and $4$ for holes. A hole mobility $\mu_{xx}=\mu_{yy}=\sqrt{10}$ would make $\rho_{xyz}$ vanish.

The second-order terms relevant to $\rho_{xx}$ with the field in the $yz$ plane are $\rho_{xxyy}=41.326$, $\rho_{xxzz}=21.526$ and $\rho_{xxyz}=8.322\,\mu\Omega\,\mathrm{m/T^2}$. For $B=0.01$~T, tilted by $\pm45^\circ$ from $z$ towards $y$, $B_z^2=B_y^2=5\times10^{-5}\,\mathrm{T^2}$ and
\begin{align}
\Delta\rho_{xx}&=\rho_{xxyy}B_y^2+\rho_{xxzz}B_z^2+2\rho_{xxyz}B_yB_z\nonumber\\
&=(62.852\pm16.644)\times5\times10^{-5}\ \mu\Omega\,\mathrm m
=\begin{cases}3.975\ \mathrm{n\Omega\,m}&(+45^\circ)\\2.310\ \mathrm{n\Omega\,m}&(-45^\circ).\end{cases}
\end{align}
The two tilts are inequivalent because the Laue class $\bar3m$ has no mirror plane normal to $z$; to second order in the field, their difference is $2\rho_{xxyz}B^2$. Inversion of the full conductivity gives $3.970$ and $2.310\,\mathrm{n\Omega\,m}$. Relative to these changes the series errs by about $0.13\%$ and $0.04\%$. Since $\rho_{xx}$ is even in $\mathbf B$, the first omitted term is of order $B^4$. Halving the field reduces the absolute error by factors of $15.97$ and $15.98$, close to $2^4$. At small fields the relative error therefore grows as $B^2$. At $0.1$~T, where the largest $\mu B$ is about one, it is about $11\%$ and $3\%$, somewhat less than this growth would give, because higher orders contribute.

\subsection{A relation beyond the crystal class}

Ellipsoidal carriers obey a constraint absent from the crystal class. With $\mathbf b=\mu^{-1}\mathbf B$ and $\mathbf b\times(\mathbf B\times\mathbf u)=\mathbf B(\mathbf b\cdot\mathbf u)-\mathbf u(\mathbf b\cdot\mathbf B)$,
\begin{equation}
\mu[\mathbf B]\mu[\mathbf B]\mu=\det\mu\,[\mathbf b][\mathbf B]\mu
=\det\mu\left[\mathbf B\mathbf B^T-(\mathbf B\cdot\mu^{-1}\mathbf B)\mu\right].
\end{equation}
The coefficient of $B_kB_l$ is $\det\mu\,[\frac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\mu_{ij}(\mu^{-1})_{kl}]$. Setting $k=j$ and summing gives $\det\mu\,[\frac12(1+3)-1]\delta_{il}$, so
\begin{equation}
\sum_j\sigma_{ijjl}=e\,\delta_{il}\sum_{\text{groups}}n\det\mu .
\end{equation}
Here the determinants are $50$ for electrons and $4$ for holes, and the diagonal value is $(3\cdot50+3\cdot4)ne=2.596\times10^6\,\mathrm{S/(m\,T^2)}$. Class $\bar3m$ allows the $xx$ and $zz$ elements of this contraction to differ. The model therefore has at most seven independent second-order conductivity coefficients, not eight. A fit of ellipsoids to data imposes this relation, while the projector does not.

The isotropy of the contraction does not depend on the ellipsoidal shape. Take any band with $C=1/\tau(\varepsilon)$, and write $L_B=L_kB_k$ and $M_{ab}=\partial_a\partial_b\varepsilon$, so that $L_kv_j\propto\epsilon_{bak}v_aM_{bj}$. Since $L_k^T=-L_k$, $\sigma_{ijkl}$ is proportional to $\langle\tau^3L_kv_i,L_lv_j\rangle$ symmetrized in $kl$. In the contraction $k=j$ the term containing $L_jv_j$ vanishes because $M$ is symmetric. In the other term, write the weight times $v_a$ as $\partial_aW(\varepsilon)$ and integrate by parts. The third derivatives of $\varepsilon$ drop out against $\epsilon_{baj}$, and what remains is proportional to $\delta_{il}\int W\det M\,d^3k$. A band calculation whose relaxation time depends on energy alone therefore also has at most seven independent $\sigma_{ijkl}$ in class $\bar3m$.

The tables fail for a specimen with lower symmetry than assumed, for example under strain or with twin domains whose threefold axes point in different directions. In a magnetically ordered crystal, the moments can lower the symmetry group, and Onsager's relation connects states with reversed moments as well as reversed field. Both $G$ and $S$ must then be reconsidered. The numerical output lists the component relations of $\rho$ in $m\bar3m$ and $\bar3m$, those of $\alpha$ at first and second order in $\bar3m$, and, for $m\bar3$, those of $\alpha$ at first order and $\rho$ at second order. The remaining tables follow from the same reduction of $P$.

\section*{Calculated quantities}
\begin{verbatim}
independent components at orders B^0, B^1, B^2 (pure counts)
m-3 (also 23): rho,kappa [1, 1, 4] alpha [1, 2, 5]
m-3m (also 432, -43m): rho,kappa [1, 1, 3] alpha [1, 1, 3]
-3m (also 32, 3m): rho,kappa [2, 2, 8] alpha [2, 4, 10]
m-3: kinetic ranks agree; least singular-value ratio 2.4e-01
m-3m: kinetic ranks agree; least singular-value ratio 2.5e-01
-3m: kinetic ranks agree; least singular-value ratio 1.2e-01
-3m alpha, order 1, elastic scattering only: rank 3
m-3m rho_xx -> 1 yy, 1 zz
m-3m rho_xyz -> -1 xzy, 1 yzx
m-3m rho_xxxx -> 1 yyyy, 1 zzzz
m-3m rho_xxyy -> 1 xxzz, 1 yyxx, 1 yyzz, 1 zzxx, 1 zzyy
m-3m rho_xyxy -> 1 xzxz, 1 yzyz
m-3 alpha_xyz -> 1 yzx, 1 zxy
m-3 alpha_xzy -> 1 yxz, 1 zyx
m-3 rho_xxxx -> 1 yyyy, 1 zzzz
m-3 rho_xxyy -> 1 yyzz, 1 zzxx
m-3 rho_xxzz -> 1 yyxx, 1 zzyy
m-3 rho_xyxy -> 1 xzxz, 1 yzyz
-3m rho_xx -> 1 yy
-3m rho_zz -> alone
-3m rho_xyz -> alone
-3m rho_xzy -> -1 yzx
-3m rho_xxxx -> 1/2 xyxy, 1 yyyy
-3m rho_xxyy -> -1/2 xyxy, 1 yyxx
-3m rho_xxyz -> 1 xyxz, -1 yyyz
-3m rho_xxzz -> 1 yyzz
-3m rho_xzxy -> 1 yzxx, -1 yzyy
-3m rho_xzxz -> 1 yzyz
-3m rho_zzxx -> 1 zzyy
-3m rho_zzzz -> alone
-3m alpha_xxx -> -1 xyy, -1 yxy, -1 yyx
-3m alpha_xyz -> -1 yxz
-3m alpha_xzy -> -1 yzx
-3m alpha_zxy -> -1 zyx
-3m alpha_xxxx -> 1/2 xyxy, 1/2 yxxy, 1 yyyy
-3m alpha_xxyy -> -1/2 xyxy, -1/2 yxxy, 1 yyxx
-3m alpha_xxyz -> 1 xyxz, 1 yxxz, -1 yyyz
-3m alpha_xxzz -> 1 yyzz
-3m alpha_xzxy -> 1 yzxx, -1 yzyy
-3m alpha_xzxz -> 1 yzyz
-3m alpha_zxxy -> 1 zyxx, -1 zyyy
-3m alpha_zxxz -> 1 zyyz
-3m alpha_zzxx -> 1 zzyy
-3m alpha_zzzz -> alone
model: n = 1.0e+23 m^-3 per valley, holes 3.0e+23 m^-3
mu_e xx,yy,zz,yz = 10, 1, 6, -1; mu_h xx,zz = 2, 1 m^2/(V s)
rho xx 2.7740, zz 2.9721 uOhm m
rho xyz 2.2192, xzy -12.0867 uOhm m/T
rho xxxx 24.7349, xxyy 41.3261, xxyz 8.3220, xxzz 21.5263 uOhm m/T^2
rho xzxy 5.4489, xzxz -7.8465, zzxx 30.9811, zzzz 4.2459 uOhm m/T^2
B 0.01 T, tilt 45 deg: change of rho_xx 3.9698, series 3.9748 nOhm m; error ratio 15.97
B 0.01 T, tilt -45 deg: change of rho_xx 2.3096, series 2.3104 nOhm m; error ratio 15.98
sum_j sigma_ijjl: diagonal value 2.5955e+06 S/(m T^2)
\end{verbatim}
